\section*{Counting Vacancies and Interstitials by Wigner-Seitz Occupancy in a Periodic Crystal}

\section{The result and what it does not say}

A collision cascade in a crystal leaves empty lattice sites (vacancies) and surplus atoms (interstitials). To count them, take the $N_s$ sites of the undamaged crystal as a reference and assign each of the $N_a$ atoms to its nearest site. Let $n_s$ be the number of atoms assigned to site $s$, and define
\begin{equation}
V=\sum_s \max(0,1-n_s),\qquad I=\sum_s \max(0,n_s-1).
\label{eq:def}
\end{equation}
Since $n_s$ is a non-negative integer, $V$ is the number of sites with $n_s=0$, and $I$ counts the atoms in excess of one per site. For every configuration,
\begin{equation}
I-V=N_a-N_s .
\label{eq:law}
\end{equation}
With fixed atom number and $N_a=N_s$, vacancies and interstitials are therefore equal in number at every instant.

The proof is bookkeeping. Each atom is assigned once, so $\sum_s n_s=N_a$. Subtracting one for each site gives $\sum_s(n_s-1)=N_a-N_s$. Any number obeys $x=\max(0,x)-\max(0,-x)$; with $x=n_s-1$, the sum over sites is $I-V$.

The word ``nearest'' was not used. Any rule that gives each atom to one site satisfies Eq.~(\ref{eq:law}), including a wrong one. The law exposes a net loss or gain of atoms in the count, but it cannot show that the defects are real. That depends on geometry, and the scheme takes its shape from the ways in which simpler counts fail.

\section{A configuration with known defects}

The example is a silicon-like diamond lattice with cubic lattice constant $a=0.543$ nm, in a periodic cube of $12^3$ cubic cells. Its edge is $L=6.516$ nm and it has $N=N_a=N_s=13824$ atoms. Sublattice A is the face-centred cubic (fcc) lattice, and sublattice B is A shifted by $(a/4)(1,1,1)$. The bond length is $d=\sqrt3\,a/4=0.2351$ nm.

Damage is planted rather than simulated, so that the right answer is known. Twenty-five atoms are taken from a core of radius 1.0 nm. Each is placed at another site, 2.0 to 3.0 nm from the centre, where it forms a split dumbbell with the resident atom: the two sit at $\pm0.12$ nm from the site along $[110]$. Sixty further atoms exchange sites cyclically. This is a simple stand-in for replacement collisions, in which one atom takes the site of another. Every atom then receives a Gaussian displacement of width $\sigma=0.0075$ nm per axis, a rough value for 300 K. The damaged region crosses the cell boundary.

\section{Two naive counts}

The first naive count calls an atom displaced if its nearest site is no longer the one it started from. It finds 85 atoms, which is $25+60$. Replacements change which atom sits on a site, but not whether the site is filled. A defect count must ignore atom labels.

The second draws a sphere of radius 0.05 nm about each site. An empty sphere is a vacancy, and an atom outside all spheres is an interstitial. The result is 50 of each. Each dumbbell contributes two off-site atoms and one empty sphere, although it holds one surplus atom. Hence
\begin{equation}
I_{\rm sph}=2\times25=50,\qquad V_{\rm sph}=25+25=50 .
\end{equation}
Both numbers are twice the planted ones, yet their difference is correct. To see why, let $M$ atoms lie inside spheres and $K$ spheres be occupied. Then
\begin{equation}
I_{\rm sph}-V_{\rm sph}=(N_a-M)-(N_s-K)=N_a-N_s-(M-K),
\end{equation}
and $M=K$ if no sphere holds two atoms. Conservation cannot tell this count from a correct one.

The cure is to leave no space between the regions. The set of points nearer to one site than to any other is its Wigner-Seitz cell, and these cells fill space. Both atoms of a dumbbell can then belong to the same site, giving $n_s=2$ and one interstitial.

\section{The assignment and its safe range}

In a periodic cell, ``nearest'' must include the images. For atom position $\mathbf r$ and site $\mathbf R$, let $\Delta_\alpha=r_\alpha-R_\alpha$. The squared distance to an image is $\sum_\alpha(\Delta_\alpha+k_\alpha L)^2$ with integers $k_\alpha$. In an orthogonal cell each term can be minimised separately, by $k_\alpha=-\mathrm{round}(\Delta_\alpha/L)$. In a skewed cell the terms are coupled and this componentwise rule can fail.

Without images the example gives $V=I=456$. The excess comes from reference sites with a coordinate equal to zero. An atom there that vibrates to a negative coordinate is wrapped to the far side, where its own site is no longer near. There are 795 such sites on one face only, 33 on one edge only and 1 at the corner, with chances $1/2$, $3/4$ and $7/8$ of being wrapped. The expected number is $397.5+24.75+0.875\approx423$. Adding the 25 planted vacancies, and neglecting that a few planted defects lie on these faces themselves, makes about 448, close to the count found.

How far may an atom move and still be assigned to its site? If it is displaced by $\mathbf u$ from $\mathbf R$, the triangle inequality gives, for any other site $\mathbf R'$,
\begin{equation}
|\mathbf R+\mathbf u-\mathbf R'|\ \ge\ |\mathbf R-\mathbf R'|-|\mathbf u|\ \ge\ d-|\mathbf u| .
\end{equation}
This exceeds $|\mathbf u|$ whenever
\begin{equation}
|\mathbf u|<h=\frac d2=0.1176\ \mathrm{nm}.
\label{eq:safe}
\end{equation}
The condition is sufficient. It is not necessary, because the cell extends further in some directions. For a neighbour at separation $\mathbf s$, $|\mathbf u-\mathbf s|^2-|\mathbf u|^2=s^2-2\mathbf u\cdot\mathbf s$, so the atom stays on its own side of the dividing plane if
\begin{equation}
\mathbf u\cdot\hat{\mathbf s}<s/2 .
\label{eq:plane}
\end{equation}

A dumbbell atom at 0.12 nm lies just outside the safe sphere. Its largest projection on a bond direction is $0.12\times2/\sqrt6=0.098$ nm, below $h$. Its projection on the second neighbour along $[110]$ is 0.12 nm, below $h_2=a/(2\sqrt2)=0.192$ nm. It is inside the cell, but its margin to the bond plane is only $(0.1176-0.098)/0.0075\approx2.6$ thermal widths. If it alone crosses into a neighbouring filled cell, the occupancies change from $(2,1)$ to $(1,2)$: the label moves and the count stays.

The occupancy count is thus right when each intact site has one atom in its cell, each dumbbell has both atoms in one cell, and no atom lies in the cell of a vacant site. The occupancies are then 1, 2 and 0. In the example the result is $V=I=25$, with the planted vacant sites recovered and all 25 dumbbells on their planted sites.

Two limits of the convention follow. An interstitial inside a vacant cell makes $n_s=1$, so the pair is counted as recombined even if the atom has not relaxed onto the site. And an atom at the tetrahedral position $(a/2)(1,1,1)$ has four nearest sites, at $(a/4)(1,1,1)$, $(a/4)(3,3,1)$, $(a/4)(3,1,3)$ and $(a/4)(1,3,3)$, all at distance $d$. Any tie rule gives one interstitial if those sites are filled, but the site that carries the label is arbitrary.

\section{Thermal motion}

Gaussian displacements have tails beyond every plane. Let $Q(x)$ be the probability that a standard normal variable exceeds $x$. Each atom has four bond planes at distance $h$ and twelve second-neighbour planes at $h_2$. The probability $p$ of leaving the cell is at most the sum of the crossing probabilities:
\begin{equation}
p\le 4Q(h/\sigma)+12Q(h_2/\sigma),
\label{eq:upper}
\end{equation}
with no further terms, because these sixteen planes already bound the cell. The next planes, at $\sqrt{11}\,a/8\approx0.225$ nm, do not cut into it.

For a lower bound, keep the four bond planes and subtract the six pair overlaps. The projections $X$ and $Y$ on two bond directions have correlation $-1/3$, so $Y=-X/3+Z$, where $Z$ is independent of $X$ and has variance $8\sigma^2/9$. Given $X=x>h$, the event $Y>h$ requires $Z>h+x/3$, and
\begin{equation}
P(Y>h\,|\,x)=Q\!\left(\frac{h+x/3}{\sigma\sqrt{8/9}}\right)<Q(h/\sigma).
\end{equation}
Each overlap is therefore below $Q(h/\sigma)^2$, and
\begin{equation}
p\ge 4Q(h/\sigma)-6Q(h/\sigma)^2 .
\end{equation}
At $\sigma=0.05$ nm the bounds are 0.0369 and 0.0382. Five random frames of the perfect crystal give 0.0381, with a sampling error near 0.0007.

At 300 K, $h/\sigma=15.7$, and the bound on expected escapes per frame is below $10^{-50}$. To extend this to 1500 K, treat each atom as an Einstein oscillator of mass $m$ and frequency $\omega$,
\begin{equation}
\sigma^2=\frac{\hbar}{2m\omega}\coth\frac{\hbar\omega}{2k_BT},
\end{equation}
with $\omega$ fixed by the 300 K width. This gives $\sigma=0.016$ nm, $h/\sigma=7.3$ and a bound of about $7\times10^{-9}$ escapes per frame. Such small numbers mean that harmonic vibration creates practically no false defects in the perfect part of the crystal.

Dumbbells are less safe, because their atoms start close to a bond plane. If they vibrate with the same width as atoms of the perfect crystal, the margin of 0.0196 nm at 1500 K is only 1.2 thermal widths, so each atom is beyond its plane with probability $Q(1.2)\approx0.11$. If both atoms have crossed into filled cells, their own site is empty and two neighbours hold two atoms each: one false pair has appeared. For independent displacements the chance is about $0.11^2\approx0.012$ per dumbbell and frame, or 0.3 false pairs for 25 dumbbells. Averaging the positions over several vibration periods before the assignment reduces this error, provided that the atoms do not change sites meanwhile and that the positions are averaged before they are wrapped into the cell. Neither estimate describes a molten cascade core, where atoms have no fixed sites to vibrate about.

\section{Drift: the conserved law with wrong defects}

A recoil of energy $E$ brings momentum $\sqrt{2mE}$ into the cell. If it is not removed and no external force acts, the centre of mass moves at
\begin{equation}
v_{\rm cm}=\frac{\sqrt{2mE}}{Nm}=\frac1N\sqrt{\frac{2E}{m}} .
\end{equation}
For silicon and $E=1000$ eV, $82.89/13824=0.0060$ nm/ps. The drift is 0.060 nm after 10 ps and reaches $h$ after 19.6 ps. Only atoms resting on their sites are safe up to $h$. The two bond planes nearest a $[110]$ dumbbell on an A site have normals along $(1,1,1)$ and $(-1,-1,1)$, so a shift $t$ along $[001]$ moves both atoms towards their planes by $t/\sqrt3$. Both cross at $t=\sqrt3\times0.0196=0.034$ nm, reached after about 5.7 ps, and each such dumbbell then adds one false pair. A shift along $[00\bar1]$ does the same for dumbbells on B sites.

In a lattice with one atom per primitive cell, a rigid shift moves every atom by the same rule and all occupancies remain one. Diamond has two. Shift the perfect crystal by $xd$ along $[111]$, the direction of a bond from A to B, with $1/2<x<1$. An A atom is then $(1-x)d<h$ from that B site, so Eq.~(\ref{eq:safe}) assigns it there. A B atom moves towards the tetrahedral position, which it would reach at $x=1$. That point is on the boundary of its own cell, as the list of nearest sites showed. A Wigner-Seitz cell is convex, being an intersection of half-spaces, so the B atom stays inside until then. All A sites are empty and all B sites hold two atoms:
\begin{equation}
V=I=N/2=6912 .
\end{equation}
There is no defect in the crystal, and Eq.~(\ref{eq:law}) is satisfied. The damaged example, shifted by $0.6d=0.141$ nm, gives 6889 pairs instead of 25. The centre of mass would need 23.5 ps to drift that far.

The initial momentum can be subtracted at the start. For stored configurations, the shift can be found from the positions. Define $\rho(\mathbf G)=\sum_i e^{i\mathbf G\cdot\mathbf r_i}$. If all atoms are shifted by $\mathbf t$, then $\rho(\mathbf G)=e^{i\mathbf G\cdot\mathbf t}\rho_{\rm ref}(\mathbf G)$, and
\begin{equation}
\mathbf G_j\cdot\mathbf t=\arg\frac{\rho(\mathbf G_j)}{\rho_{\rm ref}(\mathbf G_j)}\quad(\mathrm{mod}\ 2\pi).
\label{eq:phase}
\end{equation}
Take $\mathbf G_j=(2\pi/a)(-1,1,1)$, $(2\pi/a)(1,-1,1)$ and $(2\pi/a)(1,1,-1)$. The reference sum does not vanish: the B sublattice has phase $\pi/2$ relative to A, so $\rho_{\rm ref}=(N/2)(1+i)$. Phase ambiguities $2\pi m_j$ change $\mathbf t$ by a vector $\mathbf T$ with $\mathbf G_j\cdot\mathbf T=2\pi m_j$. Adding these equations in pairs gives
\begin{equation}
\mathbf T=\frac a2\,(m_2+m_3,\ m_1+m_3,\ m_1+m_2),
\end{equation}
which is an fcc lattice vector and maps the reference onto itself. The ambiguity cannot alter $V$ or $I$.

Vibration and defects perturb the phases. In the damaged example the recovered shift is wrong by $1.5\times10^{-4}$ nm, far less than $h$. After subtraction, $V=I=25$ again. The method needs enough surviving crystal to define a phase.

\section{Strain and disorder}

If the cell expands about its centre but the reference is not scaled, an atom at distance $R$ from the cell centre moves by $\varepsilon R$ at linear strain $\varepsilon$. The largest distance is $\sqrt3L/2$, so for atoms that sat at rest on their sites the assignment is safe if
\begin{equation}
\varepsilon\,\frac{\sqrt3}{2}L<h .
\end{equation}
For such atoms in this cell safety is guaranteed up to about 2.1\%; the condition is again sufficient, not necessary. It does not cover vibrating atoms, whose thermal displacement uses up part of $h$. Nor does it cover dumbbells, which give a false pair after a shift of 0.034 nm along $[001]$; at the distance $L/2$ from the centre that is a strain of about 1\%. A constant expansion coefficient of $3\times10^{-6}$ K$^{-1}$, near the room-temperature value of silicon, gives 0.36\% between 300 and 1500 K and moves the corner atoms by 0.020 nm. At the same strain this guarantee ends at an edge of roughly 40 nm. The coefficient of silicon rises with temperature, so the real strain is larger and the safe edge smaller. A simulation at variable volume should therefore scale positions back to the reference cell before assignment.

Scaling cannot repair loss of crystalline order. In the extreme case, place $N$ atoms independently and uniformly. The cells have equal volume, because inversion through a bond midpoint exchanges A and B. Each atom misses a given site with probability $1-1/N$, so
\begin{equation}
\frac{\langle V\rangle}{N}=\left(1-\frac1N\right)^N\longrightarrow e^{-1}\approx0.368 .
\end{equation}
One random configuration gives $V=I=5112$, or $V/N=0.370$. It has only 3698 multiply occupied sites, since some hold three or more atoms. Counting those sites instead of the surplus atoms would break Eq.~(\ref{eq:law}).

\section{The resulting procedure and silicon}

The scheme that survives these failures is short. Scale the atoms to the reference cell, remove the rigid shift, wrap the positions, find the nearest site with periodic images, and accumulate $n_s$. Then evaluate Eq.~(\ref{eq:def}). A violation of Eq.~(\ref{eq:law}) signals a programming or bookkeeping fault; agreement leaves the geometric conditions still to be judged.

The lattice constant and vibration width above are rough values for silicon, and a 1 keV recoil belongs to low-energy implantation. The 25 pairs were chosen, not predicted. The assumption most at risk in implanted silicon is that the damage consists of isolated defects in a crystal, because cascades can also leave amorphous pockets. A pocket 2 nm across contains about 209 atoms at crystal density. If their positions were uncorrelated, the fraction $1/e$ would give $209/e\approx77$ pairs, three times the planted number. Sites near the surface of the pocket have part of their cells outside it and are more often empty, so the number for so small a pocket is somewhat larger. Real amorphous silicon has bonded, strongly correlated atoms, so this is a measure of the possible size of the effect, not a prediction or a bound. Where such pockets occur, $V$ measures disorder relative to the reference sites, and should be reported separately from the point defects in the surrounding crystal.
